# Why a frozen energy denominator underestimates multiphonon capture: a program that tests the result

```python
"""
Result under test: in multiphonon capture, adiabatic states with a frozen
energy denominator give the static-coupling rate times (phonon/gap)^2 from the
lowest level; keeping the gap's coordinate dependence restores the static rate.

Reduced units: energy in phonon quanta, length in l = sqrt(hbar/(M omega)).
S   Huang-Rhys factor          p   released energy in phonon quanta
d   displacement sqrt(2 S)     gap(Q) = U_initial - U_final = (p - S) + d Q
Q_c crossing, where gap = 0    W(Q) = a Q, coupling of the static states
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive


def oscillator_functions(q, count):
    """Normalized harmonic-oscillator functions 0 .. count-1 on the grid q."""
    chi = [np.pi ** -0.25 * np.exp(-q * q / 2)]
    if count > 1:
        chi.append(np.sqrt(2.0) * q * chi[0])
    for k in range(1, count - 1):
        chi.append(np.sqrt(2 / (k + 1)) * q * chi[k]
                   - np.sqrt(k / (k + 1)) * chi[k - 1])
    return chi


grid = np.arange(-14.0, 20.0, 0.005)
step = grid[1] - grid[0]


def elements(S, p, n):
    """Quadrature of <n+p| 1, Q, d/dQ, Q^2 |n> between displaced oscillators."""
    start = oscillator_functions(grid, n + 2)
    final = oscillator_functions(grid - np.sqrt(2 * S), n + p + 1)[-1]
    slope = -np.sqrt((n + 1) / 2) * start[n + 1]
    if n > 0:
        slope = slope + np.sqrt(n / 2) * start[n - 1]
    return (step * np.sum(final * start[n]),
            step * np.sum(final * grid * start[n]),
            step * np.sum(final * slope),
            step * np.sum(final * grid ** 2 * start[n]))


def crossing(S, p):
    return (S - p) / np.sqrt(2 * S)


def thermal_rates(S, p, theta):
    """Closed-form static and frozen-denominator rates for a = 1, kT = theta."""
    N = 1 / np.expm1(1 / theta)
    root = np.sqrt(N * (N + 1))

    def B(k):
        return (np.exp(-S * (2 * N + 1) + 2 * S * root)
                * ((N + 1) / N) ** (k / 2) * ive(abs(k), 2 * S * root))
    s = 2 * N + 1
    y1 = (N + 1) * B(p - 1) + N * B(p + 1)
    y2 = ((N + 1) ** 2 * B(p - 2) + 2 * N * (N + 1) * B(p)
          + N ** 2 * B(p + 2))
    momentum2 = 0.5 * (y1 + S * (y2 - 2 * s * y1 + s * s * B(p)))
    return (2 * np.pi * crossing(S, p) ** 2 * B(p),
            2 * np.pi * momentum2 / (p - S) ** 2)


def classical_rates(S, p, theta, softness=1.0):
    """Classical-nuclei rates; softness = final / initial frequency."""
    d = np.sqrt(2 * S)

    def gap(q):
        return 0.5 * q * q - 0.5 * softness ** 2 * (q - d) ** 2 + p
    qc = brentq(gap, 0, d)
    force = qc - softness ** 2 * (qc - d)
    weight = (2 * np.pi * np.exp(-qc * qc / (2 * theta))
              / (force * np.sqrt(2 * np.pi * theta)))
    return weight * qc ** 2, weight * theta / gap(0.0) ** 2


# ---- example inputs: rough typical values, NiO resistive-memory regime ----
phonon = 0.05            # eV
released = 0.40          # eV
S = 20.0
mass_u = 15.999          # oxygen
coupling_slope = 0.02    # eV per angstrom
temperature = 300.0      # K
p = int(round(released / phonon))
k_eV = const.k / const.e
hbar_eV = const.hbar / const.e
length = (const.hbar / np.sqrt(mass_u * const.atomic_mass
                               * phonon * const.e)) * 1e10
d = np.sqrt(2 * S)
qc = crossing(S, p)
gap0 = p - S
a = coupling_slope * length / phonon
theta = k_eV * temperature / phonon

# ---- on-shell relations, by quadrature, for several starting levels ----
for S_t, p_t in ((S, p), (3.0, 10), (8.5, 8)):
    for n in range(5):
        one, q1, der, q2 = elements(S_t, p_t, n)
        c, f = crossing(S_t, p_t), np.sqrt(2 * S_t)
        assert abs(q1 - c * one) < 1e-9
        assert abs(der + f * (q2 - 2 * c * q1 + c * c * one)) < 1e-9


def lowest_level(S_t, p_t):
    """Second moment about the crossing and frozen/static rate ratio, n = 0."""
    one, q1, der, q2 = elements(S_t, p_t, 0)
    c = crossing(S_t, p_t)
    return ((q2 - 2 * c * q1 + c * c * one) / one,
            (der / ((p_t - S_t) * q1)) ** 2)


moment, ratio0 = lowest_level(S, p)
moment_weak, ratio_weak = lowest_level(3.0, 10)
moment_near, ratio_near = lowest_level(8.5, 8)
for S_t, p_t, m_t, r_t in ((S, p, moment, ratio0),
                           (3.0, 10, moment_weak, ratio_weak),
                           (8.5, 8, moment_near, ratio_near)):
    assert abs(m_t - crossing(S_t, p_t) / np.sqrt(2 * S_t)) < 1e-6
    assert abs(r_t * (p_t - S_t) ** 2 - 1) < 1e-6
assert ratio0 < 1 and ratio_weak < 1 and ratio_near > 1
assert moment > 0 and moment_weak < 0
spread = np.sqrt(moment)

# ---- derivative coupling from electronic eigenvectors, finite differences ----


def mixing_angle(q, slope):
    g = gap0 + d * q
    values, vectors = np.linalg.eigh(np.array([[0, slope * q],
                                               [slope * q, -g]]))
    v = vectors[:, np.argmax(np.abs(vectors[0]))]
    return np.arctan(v[1] / v[0])


def derivative_coupling(q, slope=1e-4, h=1e-4):
    return (mixing_angle(q + h, slope) - mixing_angle(q - h, slope)) / (
        2 * h * slope)


for q in (0.0, 0.7, qc - spread, qc + spread, 3.5):
    assert abs(derivative_coupling(q) * (gap0 + d * q) ** 2 / gap0 - 1) < 1e-4
growth = derivative_coupling(qc - spread) / derivative_coupling(0.0)

# ---- kinetic coupling with the full denominator, pole smoothed over w ----
fine = np.arange(-9.0, 17.0, 1e-4)
dx = fine[1] - fine[0]
chi0 = oscillator_functions(fine, 1)[0]
chip = oscillator_functions(fine - d, p + 1)[-1]
x = fine - qc
product = chi0 * chip
static_element = dx * np.sum(product * fine)


def kinetic_element(w):
    """<p| -(g' d/dQ + g''/2) |0> with g = Q gap/(gap^2 + (d w)^2)."""
    den = x * x + w * w
    h0 = x / den
    h1 = (w * w - x * x) / den ** 2
    h2 = 2 * x * (x * x - 3 * w * w) / den ** 3
    g1 = (h0 + fine * h1) / d
    g2 = (2 * h1 + fine * h2) / d
    return dx * np.sum(chip * (g1 * fine * chi0 - 0.5 * g2 * chi0))


width_list = (0.04, 0.02, 0.01, 0.005)
restored = [kinetic_element(w) / static_element for w in width_list]
limit = 2 * restored[-1] - restored[-2]
assert abs(limit - 1) < 2e-3
at_crossing = np.interp(qc, fine, product * fine)
expected_loss = np.pi * width_list[-1] * at_crossing / static_element
assert abs((1 - restored[-1]) / expected_loss - 1) < 0.05

inside = np.abs(x) < 2 * spread
peak_share = np.sum(np.abs(product[inside])) / np.sum(np.abs(product))
assert peak_share > 0.85

# ---- full vibronic diagonalization: smallest splitting at resonance ----
S_v, p_v, a_v, size = 8.0, 3, 0.004, 100
ladder = np.sqrt(np.arange(1, size) / 2)
Q = np.diag(ladder, 1) + np.diag(ladder, -1)
H0 = np.diag(np.arange(size) + 0.5)


def splitting(energy):
    Hf = H0 - (energy - S_v) * np.eye(size) - np.sqrt(2 * S_v) * Q
    levels = np.linalg.eigvalsh(np.block([[H0, a_v * Q], [a_v * Q, Hf]]))
    return levels[p_v + 1] - levels[p_v]


best = minimize_scalar(splitting, bounds=(p_v - 0.01, p_v + 0.01),
                       method="bounded", options={"xatol": 1e-9})
_, q1_v, der_v, _ = elements(S_v, p_v, 0)
static_v = a_v * abs(q1_v)
frozen_v = a_v * abs(der_v / (p_v - S_v))
assert abs(best.fun / (2 * static_v) - 1) < 2e-3

# ---- thermal closed forms against explicit sums and the classical limit ----
static_rate, frozen_rate = thermal_rates(S, p, theta)
sum_static = sum_frozen = 0.0
for n in range(26):
    population = -np.expm1(-1 / theta) * np.exp(-n / theta)
    _, q1, der, _ = elements(S, p, n)
    sum_static += 2 * np.pi * population * q1 ** 2
    sum_frozen += 2 * np.pi * population * (der / gap0) ** 2
assert abs(sum_static / static_rate - 1) < 1e-6
assert abs(sum_frozen / frozen_rate - 1) < 1e-6
hot, hot_classical = thermal_rates(200.0, 80, 30.0), classical_rates(200.0, 80, 30.0)
assert abs(hot[0] / hot_classical[0] - 1) < 0.01
assert abs(hot[1] / hot_classical[1] - 1) < 0.02
hot_law = 2 * 200.0 * 30.0 / (80 - 200.0) ** 4
assert abs(hot[1] / hot[0] / hot_law - 1) < 0.02
assert frozen_rate < static_rate

# ---- example in engineering units and size of neglected effects ----
to_rate = a * a * phonon / hbar_eV
W_c = a * qc
lz = 2 * np.pi * W_c ** 2 / (np.sqrt(theta) * d)
window = np.abs(x) < 2 * W_c / d
window_share = np.sum(product[window]) / np.sum(product)
cl = classical_rates(S, p, theta)
soft = classical_rates(S, p, theta, 0.9)
field_MV_cm, reach_nm = 1.0, 0.3
field_shift = field_MV_cm * 1e8 * reach_nm * 1e-9
up = classical_rates(S, p + field_shift / phonon, theta)
down = classical_rates(S, p - field_shift / phonon, theta)
theta_hot = k_eV * 400.0 / phonon
rate400 = thermal_rates(S, p, theta_hot)

print(f"phonon energy: {phonon:.3f} eV")
print(f"released energy: {released:.3f} eV ({p} phonons)")
print(f"Huang-Rhys factor: {S:.1f}")
print(f"relaxation energy: {S * phonon:.3f} eV")
print(f"mode mass: {mass_u:.3f} u")
print(f"coupling slope a: {coupling_slope:.3f} eV/angstrom")
print(f"temperature: {temperature:.0f} K; kT = {k_eV * temperature:.5f} eV")
print(f"oscillator length l: {length:.5f} angstrom")
print(f"displacement d: {d * length:.4f} angstrom")
print(f"gap at Q=0: {gap0 * phonon:.3f} eV")
print(f"gap slope F: {d * phonon / length:.4f} eV/angstrom")
print(f"crossing Q_c: {qc * length:.5f} angstrom")
print(f"crossing height above minimum: {qc ** 2 / 2 * phonon:.4f} eV")
print(f"coupling at crossing: {W_c * phonon:.6f} eV")
print(f"spread s of overlap integrand: {spread * length:.5f} angstrom")
print(f"share of |integrand| within 2 s: {peak_share:.4f}")
print(f"derivative coupling at Q_c-s over Q=0: {growth:.3f}")
print(f"overlap <p|0>: {abs(elements(S, p, 0)[0]):.6f}")
print(f"static element, n=0: {a * abs(static_element) * phonon:.4e} eV")
print(f"frozen element, n=0: "
      f"{a * abs(elements(S, p, 0)[2] / gap0) * phonon:.4e} eV")
print(f"frozen/static rate, n=0: {ratio0:.6f}")
for w, r in zip(width_list, restored):
    print(f"full/static element, pole width {w * length:.6f} angstrom: {r:.5f}")
print(f"full/static element, extrapolated: {limit:.6f}")
print(f"S=3, p=10: frozen/static rate {ratio_weak:.6f}")
print(f"S=3, p=10: second moment {moment_weak:.4f} l^2")
print(f"S=8.5, p=8: frozen/static rate {ratio_near:.4f}")
print(f"vibronic test: S={S_v:.0f}, p={p_v}, a={a_v} phonon/l")
print(f"half smallest splitting: {best.fun / 2:.6e} phonon")
print(f"static element there: {static_v:.6e} phonon")
print(f"frozen element there: {frozen_v:.6e} phonon")
print(f"static capture rate, 300 K: {static_rate * to_rate:.4e} 1/s")
print(f"frozen capture rate, 300 K: {frozen_rate * to_rate:.4e} 1/s")
print(f"frozen/static rate, 300 K: {frozen_rate / static_rate:.6f}")
print(f"classical frozen/static, 300 K: {cl[1] / cl[0]:.6f}")
print(f"static capture rate, 400 K: {rate400[0] * to_rate:.4e} 1/s")
print(f"frozen/static rate, 400 K: {rate400[1] / rate400[0]:.6f}")
print(f"quantum/classical static rate, 300 K: {static_rate / cl[0]:.4f}")
print(f"Landau-Zener exponent, thermal speed: {lz:.5f}")
print(f"overlap share where |gap| < 2 W(Q_c): {window_share:.4f}")
print(f"10% softer final mode, static rate factor: {soft[0] / cl[0]:.3f}")
print(f"10% softer final mode, frozen/static: {soft[1] / soft[0]:.6f}")
print(f"field {field_MV_cm:.1f} MV/cm over {reach_nm:.1f} nm: "
      f"{field_shift:.3f} eV")
print(f"static rate factor, released energy up: {up[0] / cl[0]:.3f}")
print(f"static rate factor, released energy down: {down[0] / cl[0]:.3f}")
print(f"frozen/static, energy up: {up[1] / up[0]:.6f}")
print(f"frozen/static, energy down: {down[1] / down[0]:.6f}")
print("no test failed")
```

Running it gives:

```
phonon energy: 0.050 eV
released energy: 0.400 eV (8 phonons)
Huang-Rhys factor: 20.0
relaxation energy: 1.000 eV
mode mass: 15.999 u
coupling slope a: 0.020 eV/angstrom
temperature: 300 K; kT = 0.02585 eV
oscillator length l: 0.07229 angstrom
displacement d: 0.4572 angstrom
gap at Q=0: -0.600 eV
gap slope F: 4.3746 eV/angstrom
crossing Q_c: 0.13716 angstrom
crossing height above minimum: 0.0900 eV
coupling at crossing: 0.002743 eV
spread s of overlap integrand: 0.03959 angstrom
share of |integrand| within 2 s: 0.9500
derivative coupling at Q_c-s over Q=0: 12.000
overlap <p|0>: 0.036176
static element, n=0: 9.9234e-05 eV
frozen element, n=0: 8.2695e-06 eV
frozen/static rate, n=0: 0.006944
full/static element, pole width 0.002892 angstrom: 0.91670
full/static element, pole width 0.001446 angstrom: 0.95726
full/static element, pole width 0.000723 angstrom: 0.97835
full/static element, pole width 0.000361 angstrom: 0.98910
full/static element, extrapolated: 0.999857
S=3, p=10: frozen/static rate 0.020408
S=3, p=10: second moment -1.1667 l^2
S=8.5, p=8: frozen/static rate 4.0000
vibronic test: S=8, p=3, a=0.004 phonon/l
half smallest splitting: 8.459566e-04 phonon
static element there: 8.459631e-04 phonon
frozen element there: 1.691926e-04 phonon
static capture rate, 300 K: 6.3886e+09 1/s
frozen capture rate, 300 K: 2.3124e+07 1/s
frozen/static rate, 300 K: 0.003620
classical frozen/static, 300 K: 0.000997
static capture rate, 400 K: 1.0102e+10 1/s
frozen/static rate, 400 K: 0.002997
quantum/classical static rate, 300 K: 1.6477
Landau-Zener exponent, thermal speed: 0.00416
overlap share where |gap| < 2 W(Q_c): 0.0242
10% softer final mode, static rate factor: 2.455
10% softer final mode, frozen/static: 0.003177
field 1.0 MV/cm over 0.3 nm: 0.030 eV
static rate factor, released energy up: 1.267
static rate factor, released energy down: 0.772
frozen/static, energy up: 0.001225
frozen/static, energy down: 0.000821
no test failed
```
